Exact GRAPE gradients from block-matrix exponentials, and the first-order error

Anyone who codes gradient ascent pulse engineering (GRAPE) for a spin system must decide how to differentiate the propagator of one time slice. The cheap choice replaces the derivative by the slice length times the control generator times the propagator. An exact alternative that needs no diagonalisation exponentiates a block matrix of twice the dimension. The decision hangs on the size of the cheap form's error, and on what an optimiser does when its gradient does not belong to its objective.

Conventions

Density operators are vectors in Liouville space of dimension n, with ⟨a|b⟩ = tr(a†b). Matrix norms are spectral norms. Time is in ms, frequencies and controls in kHz, so gradients are in kHz⁻¹. Stacking a matrix row by row, (XρY)_ab = Σ X_ac ρ_cd Y_db = Σ X_ac (Yᵀ)_bd ρ_cd, so XρY becomes (X⊗Yᵀ)|ρ⟩ and the commutator [H,·] becomes H⊗1 − 1⊗Hᵀ, which is Hermitian when H is.

The total time T is cut into N slices of length Δt = T/N. On slice k the m controls u_kj are constant and d|ρ⟩/dt = A_k|ρ⟩ with

A_k = A_0 + Σ_j u_kj A_j,   A_0 = −iL_0 − R,   A_j = −2πi [H_j,·].

L_0 is the drift commutator, each A_j is anti-Hermitian, and R is Hermitian positive semidefinite. The equation is homogeneous: recovery towards thermal polarisation is neglected, as suits a hyperpolarised initial state. The slice propagator and the fidelity are

P_k = exp(A_k Δt),   Φ = Re⟨σ|P_N ⋯ P_1|ρ_0⟩,   ‖σ‖ = ‖ρ_0‖ = 1.

Since A + A† = −2R, a vector v(τ) = e^{τA}v obeys d‖v‖²/dτ = ⟨v|(A + A†)|v⟩ = −2⟨v|R|v⟩ ≤ 0. Hence

‖e^{τA}‖ ≤ 1 for τ ≥ 0.   (1)

The error bound below uses (1); the gradient formulas do not.

Gradient from two sweeps

The control u_kj enters the product through P_k alone. With D_kj = ∂P_k/∂u_kj the product rule leaves one term,

∂Φ/∂u_kj = Re⟨σ|P_N ⋯ P_{k+1} D_kj P_{k−1} ⋯ P_1|ρ_0⟩.

The factors right of D_kj give the state ρ_{k−1}, generated by ρ_k = P_k ρ_{k−1}. The factors to the left define the costate ⟨λ_k| = ⟨σ|P_N ⋯ P_{k+1}. Taking the adjoint reverses the order, |λ_k⟩ = P_{k+1}† ⋯ P_N†|σ⟩, which is the recursion λ_{k−1} = P_k†λ_k from λ_N = σ. Therefore

∂Φ/∂u_kj = Re⟨λ_k|D_kj|ρ_{k−1}⟩.   (2)

One forward and one backward sweep supply the vectors for all Nm derivatives. Because ⟨λ_{k−1}|ρ_{k−1}⟩ = ⟨λ_k|P_k|ρ_{k−1}⟩ = ⟨λ_k|ρ_k⟩, the overlap is the same at every k and its real part is Φ, a cheap check on an implementation.

The backward sweep uses P† = exp(Δt(iL − R)), where L is the full coherent commutator, not P⁻¹ = exp(Δt(iL + R)). The two generators differ by 2R: the adjoint damps the costate, the inverse amplifies it, and they coincide when R = 0.

Derivative of one propagator

Drop the slice label and let B = A_j. The propagator P(t) = e^{tA} obeys dP/dt = AP, P(0) = 1. Differentiating with respect to u_j, with ∂A/∂u_j = B,

dD/dt = AD + BP,   D(0) = 0.   (3)

Multiplying by e^{−tA} gives d(e^{−tA}D)/dt = e^{−tA}B e^{tA}. Integrating from 0 to Δt, multiplying by e^{ΔtA} and setting τ = Δt − t,

D = ∫_0^{Δt} f(τ) dτ,   f(τ) = e^{τA} B e^{(Δt−τ)A}.   (4)

The state evolves for Δt − τ, feels the control generator once, and evolves for the remaining time τ.

Write f(τ) = G(τ)P with G(τ) = e^{τA}B e^{−τA}. Then dG/dτ = [A,G], so the r-th derivative at τ = 0 is the nested commutator ad^r(B), where ad⁰(B) = B and ad^{r+1}(B) = [A, ad^r(B)]. The Taylor series of G converges for every τ in finite dimension, and ∫τ^r/r! dτ = Δt^{r+1}/(r+1)!, so

D = Σ_{r≥0} Δt^{r+1}/(r+1)! · ad^r(B) P.   (5)

Error of the first-order form

The r = 0 term is D⁽¹⁾ = Δt BP. In (2) it gives Δt Re⟨λ_k|A_j|ρ_k⟩, since P_kρ_{k−1} = ρ_k, and needs nothing beyond the sweeps. Subtracting (5),

D⁽¹⁾ − D = −(Δt²/2)[A,B]P − (Δt³/6)[A,[A,B]]P − ⋯   (6)

If [A,B] = 0 every term vanishes and the first-order form is exact.

A bound valid at any Δt follows from (4). D⁽¹⁾ = Δt f(0), so D − D⁽¹⁾ = ∫(f(τ) − f(0))dτ. Differentiating both exponentials, f′(τ) = e^{τA}(AB − BA)e^{(Δt−τ)A}, and (1) gives ‖f′‖ ≤ ‖[A,B]‖. Then ‖f(τ) − f(0)‖ ≤ τ‖[A,B]‖, and integrating over τ,

‖D⁽¹⁾ − D‖ ≤ (Δt²/2)‖[A,B]‖.   (7)

By (1) the sweeps keep ‖λ_k‖ ≤ 1 and ‖ρ_{k−1}‖ ≤ 1, so (7) also bounds the error of each gradient element.

The quadratic order is that of the absolute error, and the element is itself of order Δt. Inside slice k, which ends at t_k, define |ρ(t)⟩ by forward evolution, ⟨λ(t)| = ⟨λ_k|e^{(t_k−t)A}, and

g_j(t) = Re⟨λ(t)|A_j|ρ(t)⟩.

With τ = t_k − t, equations (2) and (4) say that the exact element is the integral of g_j over the slice, and the first-order element is Δt g_j(t_k), a rectangle rule at the slice end. From d⟨λ|/dt = −⟨λ|A and d|ρ⟩/dt = A|ρ⟩,

g_j′ = −Re⟨λ|[A,A_j]|ρ⟩.

The slice integral is Δt g_j(t_k) − (Δt²/2)g_j′(t_k) + ⋯, so the error is +(Δt²/2)g_j′(t_k), in agreement with the sign in (6). Now hold T fixed, sample one smooth pulse at increasing N, and take Euclidean norms over all k and j. To leading order

|error| / |gradient| = (Δt/2) · rms(g′)/rms(g),   (8)

provided g does not vanish identically. Relative to the gradient the error is linear in Δt: halving the slices halves it.

Evaluating (4) at the midpoint gains an order. Expanding f about Δt/2 with s = τ − Δt/2, the term odd in s integrates to zero and ∫s²/2 ds over ±Δt/2 is Δt³/24. Since f″ = e^{τA}[A,[A,B]]e^{(Δt−τ)A} and the exponentials tend to 1,

‖Δt P^{1/2}BP^{1/2} − D‖ = (Δt³/24)‖[A,[A,B]]‖ to leading order,   (9)

with P^{1/2} = e^{ΔtA/2}. This is smaller for short slices but still not the derivative.

Auxiliary block exponential

Write block matrices row by row and take M = [[A,B],[0,A]] for any n×n matrix B. Powers of a block upper triangular matrix are block upper triangular, so E(t) = e^{tM} has E_21 = 0. The blocks of dE/dt = ME, E(0) = 1, read

dE_11/dt = AE_11,   dE_22/dt = AE_22,   dE_12/dt = AE_12 + BE_22,

with E_11(0) = E_22(0) = 1 and E_12(0) = 0. The first two give P(t). The third is then (3), and a linear initial-value problem has one solution, so

exp(Δt [[A,B],[0,A]]) = [[P,D],[0,P]].   (10)

No expansion in Δt was made, and A was not diagonalised, which matters because with relaxation A need not be normal.

Second derivatives follow in the same way. Differentiating dD_i/dt = AD_i + A_iP with respect to u_j, with A linear in the controls,

dD_ij/dt = AD_ij + A_jD_i + A_iD_j,   D_ij(0) = 0.

For M = [[A,A_i,0],[0,A,A_j],[0,0,A]] the last block column of dE/dt = ME gives E_33 = P, then dE_23/dt = AE_23 + A_jP, so E_23 = D_j, and for the corner I_ij = E_13,

dI_ij/dt = AI_ij + A_iD_j,   I_ij(0) = 0.

Adding the equation with i and j exchanged reproduces the equation for D_ij, so

∂²P/∂u_i∂u_j = I_ij + I_ji,   (11)

which is 2I_ii for i = j. The same-slice Hessian element is Re⟨λ_k|(I_ij + I_ji)|ρ_{k−1}⟩. For slices k < l each control sits in its own factor, and the product rule gives

∂²Φ/∂u_li∂u_kj = Re⟨λ_l|D_li P_{l−1} ⋯ P_{k+1} D_kj|ρ_{k−1}⟩.   (12)

Two forms for implementation

For small dense systems one block exponential per slice, computed after the sweeps, serves all controls. Write ⟨λ|X|ρ⟩ = tr(X|ρ⟩⟨λ|), a trace over Liouville space, insert (4), and move e^{τA} cyclically to the end:

∂Φ/∂u_kj = Re tr(A_j W_k),   W_k = ∫_0^{Δt} e^{(Δt−τ)A}|ρ_{k−1}⟩⟨λ_k|e^{τA} dτ.   (13)

Substituting τ → Δt − τ turns W_k into (4) with B = |ρ_{k−1}⟩⟨λ_k|, so W_k is the corner block of (10) for that B.

For large systems no n×n propagator is formed. Applying (10) to the stacked vector (0, ρ) returns (Dρ, Pρ), and the 3×3 matrix applied to (0, 0, ρ) returns (I_ijρ, D_jρ, Pρ). In the Taylor series of the exponential, term r is (Δt/r)M times term r − 1. In blocks, starting from t_0 = ρ, t_i = t_ij = 0, and with old values on the right,

t_ij ← (Δt/r)(A t_ij + A_i t_j),   t_i ← (Δt/r)(A t_i + A_i t_0),   t_0 ← (Δt/r) A t_0.   (14)

The sums over r of t_i and t_ij are D_iρ and I_ijρ. For (12) the vector D_li†λ_l is also needed. The adjoint of (4) is ∫e^{(Δt−τ)A†}B†e^{τA†}dτ, which τ → Δt − τ returns to the form (4), so (14) run with A† and A_i† on λ_l delivers it.

The optimisation step

The cost is C = −Φ + βΔt Σ u_kj², with gradient γ = −∇Φ + 2βΔt u and Hessian K = −∇²Φ + 2βΔt·1 = V diag(ε) Vᵀ. The damped Newton step is

δu = −Qγ,   Q = V diag(1/(|ε| + μ)) Vᵀ,   μ > 0.

Q is positive definite, so γᵀδu = −γᵀQγ < 0 and the step points downhill whatever the signs of ε. Large μ gives a short steepest-descent step; μ → 0 with positive ε gives Newton's step.

Damping also keeps the step well defined when a continuous symmetry makes K singular at a stationary point. Suppose A_0 commutes with [I_z,·], and ρ_0 and σ commute with I_z. Conjugating every propagator with a z rotation of spin I leaves A_0, ρ_0 and σ unchanged and rotates each pair (u_x, u_y) by the same angle, which also preserves the penalty. So C(e^{θΓ}u) = C(u), with Γ the antisymmetric generator of that rotation. Differentiating at θ = 0 gives γᵀΓu = 0 for all u; differentiating this with respect to u gives KΓu + Γᵀγ = 0. At a stationary point KΓu = 0, which gives one null vector for each such symmetry provided Γu ≠ 0, that is, provided the controls on that spin do not all vanish. In the worked example below u = 0 is stationary with K = 2βΔt·1 and has no null vector.

If the optimiser is fed γ + e in place of γ, the slope of the true cost along the step is −γᵀQγ − γᵀQe. The Cauchy–Schwarz inequality guarantees descent while eᵀQe < γᵀQγ, and the guarantee lapses once the true gradient is no longer larger than e in this norm weighted by Q. At a true stationary point the supplied gradient equals e, so the convergence test is not met there unless e is below threshold; where the supplied gradient vanishes, the true one equals −e.

Some unitary limits escape this. With R = 0, no penalty and the target reached, λ_N = ρ_N, and P† = P⁻¹ carries λ(t) = ρ(t) back through every slice. Then g_j(t) = Re⟨ρ|A_j|ρ⟩ = 0 at all t, because an anti-Hermitian matrix has imaginary expectation values, and both gradients vanish. More generally, cyclic permutation gives g_j = Re(−2πi tr(λ†[H_j,ρ])) = Re(−2πi tr(H_j[ρ,λ†])); with R = 0 both operators are conjugated by the same unitary, so if ρ_N commutes with σ† the commutator vanishes at all t and both fidelity gradients vanish even when Φ < 1. The argument fails when relaxation acts, or when a penalty or insufficient time leaves ρ_N not commuting with σ†.

Pseudocode

input u, μ = 0.1, tolerance
repeat
  for k = 1…N: ρ_k = P_k ρ_{k−1}; store
  for k = N…1: λ_{k−1} = P_k† λ_k; store
  for each k: f_kj = D_kj ρ_{k−1} and s_kij = I_ij ρ_{k−1} by (14); b_ki = D_ki† λ_k by (14) with adjoints
  ∇Φ_kj = Re⟨λ_k|f_kj⟩
  F = empty list
  for l = 1…N:
    same-slice block = Re⟨λ_l|s_lij + s_lji⟩
    cross blocks = Re⟨b_li|φ⟩ for each φ in F; fill the transpose
    replace each φ by P_l φ; append f_l1…f_lm
  form γ and K; stop if max|γ| < tolerance
  diagonalise K
  loop: if C(u − Qγ) < C(u), accept, set μ ← max(μ/3, 10⁻⁸) and leave; else μ ← 4μ, and stop if μ > 10⁶

A gradient-only method such as BFGS keeps the two sweeps and either f_kj or (13).

Cost

Count dense exponentials as proportional to the cube of the dimension, with blocks treated as unstructured. Central differences take 2Nm simulations of N slices if each is run from the start. With ρ_{k−1} and λ_k stored, only the changed slice has to be exponentiated again, which makes 2Nm exponentials of dimension n, at the price of a finite-step error. The first-order form adds Nm matrix-vector products to the sweeps. Equation (10) for each control costs 8Nm times one n-dimensional exponential, more than the one-slice differences, but without their step error. Form (13) reduces this to 8N, below the one-slice differences when m > 4, besides the N exponentials that give the propagators for the sweeps, but its B is dense, which rules out this block exponential when n×n arrays do not fit in memory. Recurrence (14) needs, per Taylor term, m + 1 products with A and m with the A_i for the gradient, and m² more of each for the same-slice Hessian, all sparse if the generators are. Storage for the sweeps is 2(N + 1) vectors. In the loop above, the cross terms (12) take about mN²/2 vector propagations and m²N²/2 inner products.

Stability and failure modes

The sweeps are stable in that, by (1), a rounding error made at one slice is not amplified by later ones.

In (14), with x = Δt‖M‖, term r is bounded by x^r/r! times the starting norm. This bound rises until r ≈ x, so when x is large because of A, a fixed number of terms can truncate too early, and the sum can lose digits by cancellation among large terms. The cure is the identity exp(ΔtM) = [exp(ΔtM/s)]^s, applied to the whole stacked vector. In (10) a large B also raises ‖M‖, and a library exponential that chooses its scaling from ‖M‖ can then lose digits. By (4) the corner is linear in B, so B can be multiplied by a small η and the corner divided by η. In (14) this brings no gain for the gradient, because every t_i is itself linear in A_i. The commutator series (5) is linear in B but shares with (14) the weakness at large Δt‖A‖: ‖[A,X]‖ ≤ 2‖A‖‖X‖ gives ‖ad^r(B)‖ ≤ (2‖A‖)^r‖B‖, so its terms can grow before they fall, and the sum can be truncated too early or lose digits by cancellation.

Equation (10) differentiates the piecewise-constant model. If the real generator varies within a slice, that discretisation error is separate and remains. If A depends nonlinearly on a parameter, as with amplitude and phase controls, B must be ∂A/∂u and (11) gains the integral (4) with B = ∂²A/∂u_i∂u_j, from the extra source term in the equation for D_ij. If A + A† has a positive eigenvalue, (2), (5) and (10) stand but (7) does not follow. An exact gradient locates stationary points and says nothing about which is best.

Worked example

The model is a heteronuclear I–S pair with round parameters, transferring I_z to S_z; tr(I_z²) = 4 × 1/4 = 1, so both are unit vectors.

H_0 = 2π(ν_I I_z + ν_S S_z + J I_zS_z),   R = [I_z,[I_z,·]]/T2I + [S_z,[S_z,·]]/T2S,

with J = 0.14 kHz, ν_I = 0.2 kHz, ν_S = −0.1 kHz, T2I = 50 ms, T2S = 100 ms. R is a positive combination of squares of Hermitian superoperators, as (1) requires. The controls are I_x, I_y, S_x, S_y, with T = 10 ms, N = 20, Δt = 0.5 ms, hence 80 parameters. The trial pulse is 0.3 kHz × cos(2πc t/T + φ) at slice midpoints, with c = 1, 2, 1.5, 0.5 and φ = 0.3, 1.1, 2.0, 0.7 rad. It gives Φ = −0.139135, and direct integration of the master equation agrees. The numerical check printed below tests (2) and (10) against central differences for all 80 elements; the largest deviation is 2.4×10⁻¹⁰ kHz⁻¹, on a gradient of norm 4.470 kHz⁻¹.

Take slice 10 and the I_x control. The block exponential and the finite difference both give 0.036270 kHz⁻¹ (3.627×10⁻⁵ Hz⁻¹). The first-order value is 0.204368 kHz⁻¹, so the error is

0.204368 − 0.036270 = 0.168098 kHz⁻¹,

which is 4.6 times this element. With ‖[A,A_Ix]‖ = 13.6145 kHz⁻¹ ms⁻², the bound (7) is (0.5²/2) × 13.6145 = 1.7018 kHz⁻¹; the element error lies ten times below it, while the operator error 1.5884 kHz⁻¹ reaches 0.933 of it. The partial sums of (5) through r = 0, 1, 2, 3 and 6 (printed with the index called m) are 0.2044, 0.0493, −0.0065, 0.0300 and 0.0356 kHz⁻¹. The r = 1 term is 0.0493 − 0.2044 = −0.1551, so the leading term of (6) accounts for 0.1551 of the 0.1681; the sum through r = 2 has the wrong sign, and that through r = 6 is still 0.0007 short. Over all elements the first-order gradient is off by 0.473 relative to the exact norm and points 26.5° away from it. Using P⁻¹ in the backward sweep, with exact D, gives an error of 0.112 relative to the same norm.

With the generator of slice 10 fixed and Δt halved down to 0.0039 ms, the measured orders are 2.000 for the first-order error, 3.000 for the remainder after the commutator term and 3.000 for the midpoint form. The ratio of error to bound rises to 0.99994, so (7) becomes sharp as an operator statement in the limit of short slices. The last two columns stand in the ratio 3.9526×10⁻⁷/9.8814×10⁻⁸ = 4.00, as the coefficients 1/6 and 1/24 require. At Δt = 0.5 ms, (9) predicts (0.125/24) × 39.79 = 0.207 kHz⁻¹ against 0.199 computed.

At fixed T, going from N = 20 to 640 lowers the rms element error from 0.236 to 2.38×10⁻⁴ kHz⁻¹, with order 2.000 at the fine end, and the relative error from 0.473 to 0.0148, with order 1.000, as in (8). Thirty-two times as many slices leave 1.5 per cent.

Equations (11) and (12) give 0.307392, 0.127901 and 1.634277 kHz⁻² for the elements (I_x, I_x) and (I_x, I_y) in slice 10 and for I_y in slice 5 with I_x in slice 10, each matching a double difference of Φ.

Recurrence (14) is tested against finite differences on the two-spin model. The action of the sparse block matrix (10) on the stacked vector, computed with a library exponential-action routine rather than with (14), is tested on a six-spin chain without relaxation: offsets spaced by 0.1 kHz about zero, isotropic nearest-neighbour coupling of 0.01 kHz, a common x control H_x = 2πΣI_x of 0.3 kHz, Δt = 0.5 ms, and ρ the normalised I_z of the first spin. The block matrix has dimension 2 × 4⁶ = 8192 and 196328 stored entries, a fill of 0.29 per cent; eight of them are rounding residues of diagonal differences that vanish exactly, so the exact count of nonzero entries is 196320. The reference works in Hilbert space: with U = e^{−iHΔt} and eigenvalues ω_a of H, (4) becomes a scalar integral in the eigenbasis,

(∂U)_ab = −i(H_x)_ab ∫e^{−iω_aτ − iω_b(Δt−τ)}dτ = −iΔt (H_x)_ab e^{−i(ω_a+ω_b)Δt/2} sin(y)/y,

with y = (ω_a − ω_b)Δt/2, and Dρ = ∂U ρ U† + U ρ ∂U†. The two roads differ by 1.2×10⁻¹⁴ on a norm of 3.0427 kHz⁻¹.

The optimisation takes β = 0.02 kHz⁻² ms⁻¹ and runs, from the trial pulse, up to 200 BFGS iterations and then the damped Newton loop with the exact Hessian, capped at 400 trial steps; the two runs differ in the gradient supplied. With the exact gradient BFGS uses all 200 iterations and is unconverged, with a largest gradient component of 1.9×10⁻² kHz⁻¹. Then 54 Newton steps reduce it to 4.3×10⁻⁹ kHz⁻¹, at Φ = 0.9192 and objective −C = 0.90944. The penalty accounts for the gap: 0.02 × 0.5 × 80 × 0.1105² = 0.0098. The two lowest Hessian eigenvalues, 1.1×10⁻⁹ and 7.9×10⁻⁹ kHz⁻², match in number the two phase symmetries, of I and of S. The rest run from 7.19×10⁻³ to 81.4 kHz⁻², a ratio of 1.1×10⁴. At this optimum the first-order cost gradient has a largest component of about 6×10⁻³ kHz⁻¹ (the value shifts with the free overall phases of the I and S controls), far above the stopping tolerance of 10⁻⁶ kHz⁻¹; for scale, the rms penalty force that the fidelity gradient has to balance is 2βΔt × 0.1105 = 2.2×10⁻³ kHz⁻¹. In the unitary case with the target reached, both gradients are at rounding level, 1.9×10⁻¹⁵ kHz⁻¹.

With the first-order gradient BFGS stops after 18 iterations at objective 0.7858, where the true gradient still has a component of 0.24 kHz⁻¹; a failed line search is the presumed reason, which the output does not record. The Newton loop, which accepts a step only if the true cost falls, then takes 206 steps and ends with a largest true gradient component of 3.6×10⁻³ kHz⁻¹, not stationary; the output does not record which stopping rule ended it. This unconverged end point depends on rounding: the step count can move by about 20, the objective by about 2×10⁻⁵ and the rms control by about 10⁻³ kHz. Its objective, however, is 0.90984, higher by 0.0004 than that of the exact run, with lower Φ (0.9178) and lower rms control (0.0999 kHz). The exact run therefore converged to a local optimum that is not the global one, and the first-order run ended at a better but unconverged point elsewhere. Under BFGS alone the exact gradient reached the higher objective, 0.887 (the next digit depends on rounding) against 0.786. After the Newton stage, which used the exact Hessian in both runs, the exact gradient gave a verified stationary point and a usable stopping test, but not the higher objective. Comparing optima from several starting pulses is a separate task.

Calculated quantities

```
J=0.14 kHz, nuI=0.2 kHz, nuS=-0.1 kHz, T2I=50.0 ms, T2S=100.0 ms
T=10.0 ms, N=20, dt=0.5 ms, penalty beta=0.02 kHz^-2 ms^-1
trial pulse amp=0.3 kHz, cycles per T=[1.0, 2.0, 1.5, 0.5], phases=[0.3, 1.1, 2.0, 0.7] rad
Phi trial pulse = -0.13913478, from ODE = -0.13913478 (dimensionless)
max|block - finite diff| = 2.4e-10 kHz^-1, |g| = 4.47048 kHz^-1
angle first-order vs exact gradient = 26.47 deg
relative gradient error if P^-1 replaces P^dagger = 0.1119
slice 10 controls (Ix,Iy,Sx,Sy) = [-0.29694, 0.21204, 0.2944, -0.17467] kHz
dPhi/du_Ix: block 0.03626980, finite diff 0.03626980 kHz^-1
  series through m=0: 0.20436784 kHz^-1
  series through m=1: 0.04927044 kHz^-1
  series through m=2: -0.00645337 kHz^-1
  series through m=3: 0.02995163 kHz^-1
  series through m=6: 0.03561322 kHz^-1
  first-order error 0.168098, bound 1.701807 kHz^-1
||[A,A_Ix]|| = 13.61446 kHz^-1 ms^-2, ||[A,[A,A_Ix]]|| = 39.78988 kHz^-1 ms^-3
dt/ms, first err, err/(dt^2/2 c1), residual after m=1, midpoint err (norms, kHz^-1)
  0.50000  1.5884e+00  0.93337  7.8195e-01  1.9895e-01
  0.25000  4.1744e-01  0.98117  1.0197e-01  2.5599e-02
  0.12500  1.0577e-01  0.99440  1.2892e-02  3.2258e-03
  0.03125  6.6432e-03  0.99933  2.0227e-04  5.0568e-05
  0.00391  1.0386e-04  0.99994  3.9526e-07  9.8814e-08
orders: first 2.000, residual 3.000, midpoint 3.000
N, dt/ms, rms element err/kHz^-1, relative err, miss of leading-term prediction
  20  0.50000  2.3642e-01  0.47301  0.40826
  40  0.25000  6.0385e-02  0.23733  0.20163
  80  0.12500  1.5179e-02  0.11872  0.10042
  160  0.06250  3.7994e-03  0.05936  0.05013
  320  0.03125  9.5007e-04  0.02968  0.02505
  640  0.01562  2.3752e-04  0.01484  0.01252
orders at fixed T: absolute 2.000, relative 1.000
Hessian slice 10, controls (1,1): block 0.307392, diff 0.307392 kHz^-2
Hessian slice 10, controls (1,2): block 0.127901, diff 0.127901 kHz^-2
Hessian slice 5 Iy, slice 10 Ix: block 1.634277, diff 1.634277 kHz^-2
full Hessian times random unit vectors vs gradient differences: 7.7e-10 kHz^-2
6 spins: offset step 0.1 kHz, J 0.01 kHz, u 0.3 kHz, block dim 8192
  nonzeros 196328, fill 2.93e-03, |D rho| 3.042677, dev 1.2e-14 kHz^-1
unitary, target reached: max gradient of either kind 1.9e-15 kHz^-1
exact gradient: BFGS iterations 200, objective 0.887308, max true gradient 1.86e-02 kHz^-1
  Newton steps 54, Phi 0.919219, objective 0.909444
  max true gradient 4.31e-09 kHz^-1, rms control 0.1105 kHz
  cost Hessian eigenvalues: lowest 1.1e-09, 7.9e-09, 7.19e-03, highest 81.44 kHz^-2
  max first-order gradient at this optimum 6.01e-03 kHz^-1
first-order gradient: BFGS iterations 18, objective 0.785791, max true gradient 2.36e-01 kHz^-1
  Newton steps 206, Phi 0.917815, objective 0.909837
  max true gradient 3.57e-03 kHz^-1, rms control 0.0999 kHz
```
